# Flattening of a moulded soft relief by surface stress

## The decision: which curvature loads the solid

A calculation of how a soft gel relaxes after leaving its mould must choose the shape on which surface stress acts. If the force is computed once from the mould profile and applied to the elastic solid, a sufficiently soft gel is predicted to turn its crests into troughs. If the force is computed from the final profile, the relief flattens without changing sign. The same choice fixes how deep a mould must be cut for a required gel amplitude, and how a measured amplitude is converted into a surface stress.

For a moulded profile $h_0\cos kx$ and a released profile $h\cos kx$, the result is

$$
\frac{h}{h_0}=\frac{1}{1+\Gamma},\qquad \Gamma=\frac{fk}{2\mu}=\ell k,\qquad \ell=\frac{f}{2\mu}. \tag{1}
$$

Here $f>0$ is the surface stress, a force per length, $\mu$ is the shear modulus, and $k=2\pi/\lambda$ for wavelength $\lambda$. Equation (1) is the leading order in the slope $kh_0\ll1$. The group $\Gamma$ need not be small.

The solid is isotropic, linear elastic and incompressible. It fills the region below the surface, with $z$ upward, and deforms in the $xz$ plane. It was cured in the mould without deviatoric stress, so the moulded shape is its elastic reference shape. A uniform pressure does not strain an incompressible solid, so stress is measured relative to the ambient pressure. Gravity and finite depth are added later.

Surface stress is the force needed to stretch the surface; surface energy $\gamma$ is the energy per present area. They can differ in a solid. If a strip of unit width and initial length $L$ is stretched by a strain $\epsilon$, its energy is $\gamma(\epsilon)L(1+\epsilon)$. The derivative per initial length at $\epsilon=0$ is $f=\gamma+d\gamma/d\epsilon$. It is $f$ that enters the force balance.

## Force on the solid

Let the final surface be $z=\zeta(x)$, with arc length $s$, unit tangent $\mathbf t$ and outward normal $\mathbf n$. A surface element of length $ds$ is pulled at its two ends by a net force $f[\mathbf t(s+ds)-\mathbf t(s)]$. The solid below exerts $-\boldsymbol\sigma\mathbf n\,ds$ on it. These forces must cancel:

$$
\boldsymbol\sigma\mathbf n=f\frac{d\mathbf t}{ds}
=f\frac{\zeta''}{(1+\zeta'^2)^{3/2}}\,\mathbf n. \tag{2}
$$

The second equality follows because a unit tangent can change only by turning, and its turning rate is the curvature. A uniform $f$ therefore produces no tangential load. At a crest $\zeta''<0$, so the solid is pushed down; at a trough it is pulled up.

For small slope the denominator in (2) is one, up to second order. The stress is itself first order in the relief, so applying the conditions at $z=0$ instead of $z=\zeta$ changes them at second order. With $\zeta=h\cos kx$,

$$
\sigma_{zz}(x,0)=-fk^2h\cos kx,\qquad \sigma_{xz}(x,0)=0. \tag{3}
$$

The amplitude in (3) is the unknown $h$, because equilibrium holds in the final shape.

## Elastic stiffness of one wave

Let the surface move vertically by $U\cos kx$. The stress is $\sigma_{ij}=-p\delta_{ij}+\mu(\partial_iu_j+\partial_ju_i)$, so incompressibility and force balance read

$$
\nabla\cdot\mathbf u=0,\qquad \mu\nabla^2\mathbf u=\nabla p. \tag{4}
$$

The load has a single wavenumber, so set $u_z=W(z)\cos kx$, $u_x=V(z)\sin kx$ and $p=Q(z)\cos kx$. The first equation gives $V=-W'/k$. The divergence of the second gives $\nabla^2p=0$; the solution that decays downward is $Q=Q_0e^{kz}$. The vertical force balance becomes

$$
\mu(W''-k^2W)=kQ_0e^{kz}.
$$

The trial function $Bze^{kz}$ gives $2\mu kBe^{kz}$ on the left, hence $Q_0=2\mu B$. Adding the decaying homogeneous solution, and using $W(0)=U$,

$$
W=(U+Bz)e^{kz}.
$$

The horizontal balance adds no condition. Since $V=-W'/k$,

$$
\mu(V''-k^2V)=-\frac{\mu}{k}(W''-k^2W)'=-kQ_0e^{kz},
$$

which is the required $-kQ$.

Zero surface shear requires $V'(0)-kW(0)=0$, or $W''(0)+k^2W(0)=0$. Since $W''(0)=k^2U+2kB$, this gives $B=-kU$. Therefore

$$
\begin{aligned}
u_z&=U(1-kz)e^{kz}\cos kx,\\
u_x&=Ukz\,e^{kz}\sin kx,\\
p&=-2\mu kU e^{kz}\cos kx.
\end{aligned} \tag{5}
$$

At the surface $W'(0)=kU+B=0$, so the viscous-looking term $2\mu\partial_zu_z$ vanishes there and the pressure carries the load:

$$
\sigma_{zz}(x,0)=2\mu kU\cos kx. \tag{6}
$$

An upward displacement needs an upward pull, as the positive sign says. Short waves are stiffer per unit displacement because they deform a thinner region more strongly.

## Closing the balance

The final amplitude is $h=h_0+U$. Equating (3) and (6),

$$
2\mu kU=-fk^2h,\qquad U=-\Gamma h.
$$

Substitution gives $h=h_0-\Gamma h$, then $(1+\Gamma)h=h_0$, which is (1). Elastic stiffness grows as $k$ and capillary stiffness as $k^2$, so their ratio grows as $k$. The amplitude is halved when $\Gamma=1$, at $\lambda=2\pi\ell=\pi f/\mu$.

For $\Gamma\ll1$, $h\simeq h_0(1-\Gamma)$. For $\Gamma\gg1$, $h\simeq h_0/\Gamma$, and the final slope amplitude $kh$ tends to $h_0/\ell$, independent of $k$ at fixed $h_0$. The traction tends to $2\mu kh_0$, which is what full flattening costs elastically.

Using the mould curvature replaces $h$ by $h_0$ in (3) and gives $h=h_0(1-\Gamma)$. This is the small-$\Gamma$ expansion, and it fails as $\Gamma$ approaches one.

A solver that alternates between the surface force and the elastic response performs $h_{n+1}=h_0-\Gamma h_n$. Subtracting the fixed point shows that its error is multiplied by $-\Gamma$ at each pass, so it converges for $\Gamma<1$ and not for $\Gamma\ge1$, unless it starts at the solution. With under-relaxation,

$$
h_{n+1}=(1-\omega)h_n+\omega(h_0-\Gamma h_n),
$$

the error factor is $1-\omega(1+\Gamma)$. Convergence requires $0<\omega<2/(1+\Gamma)$. On a grid, the mode with the largest discrete $\Gamma$ sets this limit. With spectral curvature this is the largest represented $k$; a three-point curvature stencil underestimates $k^2$ for short waves and loosens the limit. Solving both stiffnesses together avoids it.

## Energy as a second route

The energy argument uses the same bulk field, including its zero surface shear, but not the balance of normal forces at the surface. From (5), the strain components are

$$
e_{zz}=-e_{xx}=-k^2zUe^{kz}\cos kx,\qquad
e_{xz}=k^2zUe^{kz}\sin kx.
$$

The second follows from $e_{xz}=\tfrac12(V'-kW)\sin kx$, with $V'=kU(1+kz)e^{kz}$ and $kW=kU(1-kz)e^{kz}$. The principal strain magnitude is $\sqrt{e_{zz}^2+e_{xz}^2}=k|U|\,|kz|e^{kz}$, independent of $x$. It vanishes at the surface and peaks at $kz=-1$, with value $k|U|/e$, where $e$ is the base of natural logarithms.

The energy density is $\mu e_{ij}e_{ij}=2\mu(e_{zz}^2+e_{xz}^2)$. Per unit area,

$$
E_{\rm el}=2\mu k^4U^2\int_{-\infty}^0z^2e^{2kz}dz
=2\mu k^4U^2\frac{1}{4k^3}=\frac{\mu kU^2}{2}.
$$

For constant $f$, lengthening the surface by $d\ell_s$ costs $f\,d\ell_s$ per unit width. The excess length per projected length is $\langle\sqrt{1+\zeta'^2}-1\rangle\simeq\langle\zeta'^2\rangle/2=k^2h^2/4$. Hence

$$
E(h)=\frac{\mu k}{2}(h-h_0)^2+\frac{fk^2}{4}h^2,
$$

$$
\frac{dE}{dh}=\mu k(h-h_0)+\frac{fk^2}{2}h=0.
$$

Division by $\mu k$ gives (1) again. The second derivative, $\mu k(1+\Gamma)$, is positive, so the state is a minimum.

The stationarity condition turns the stored elastic energy into $fk^2h(h_0-h)/4$. The surface energy released is $fk^2(h_0^2-h^2)/4$. Their ratio is $h/(h_0+h)$, which is below one half. The remainder is dissipated or delivered as work to whatever restrains the gel during release.

## Why surface elasticity drops out at leading order

Suppose $f$ is uniform at release but then changes with surface strain as $f+\Lambda\epsilon_s$, where $\Lambda$ is a surface modulus. In (5), $u_x=0$ at $z=0$, so the first-order surface strain vanishes. Changes of slope lengthen or shorten the surface at second order. The resulting tangential load is of order $\Lambda k(kh_0)^2$, against elastic stresses of order $\mu kh_0$. Surface elasticity is therefore absent from the leading result when $\Lambda k/\mu$ stays finite as the slope tends to zero. A surface stress that is already non-uniform at release is a different problem, because its gradient gives a first-order shear load if the variation is itself first order.

## A general profile and the inverse problem

At leading order the equations are linear. An arbitrary shallow profile can be split into Fourier components, each relaxed by its own factor:

$$
\hat h(k)=\frac{\hat h_0(k)}{1+\ell|k|}. \tag{7}
$$

The mean level is unchanged, as volume conservation requires. For a relief varying in both horizontal directions, with isotropic $f$, each component is a plane-strain problem along its own wavevector, and $|k|$ is the length of that vector. The total slope must be small, which excludes the immediate neighbourhood of sharp mould edges.

To obtain a required amplitude $h$, cut the mould to $h_0=(1+\Gamma)h$ and check that $kh_0$ is still small. To infer surface stress, use

$$
f=\frac{2\mu}{k}\left(\frac{h_0}{h}-1\right). \tag{8}
$$

At fixed $h_0$, $k$ and $\mu$, differentiation gives

$$
\frac{df}{f}=-\frac{h_0/h}{h_0/h-1}\frac{dh}{h}
=-\frac{1+\Gamma}{\Gamma}\frac{dh}{h}.
$$

The inference is poorly conditioned for small $\Gamma$, where the difference of two nearly equal amplitudes carries the information. A relative error in $\mu$ passes into $f$ unchanged.

## Worked example: a soft silicone gel

Take $\mu=1$ kPa, $f=20$ mN/m, $\lambda=50\ \mu$m and $h_0=1\ \mu$m. Then

$$
k=\frac{2\pi}{50\ \mu{\rm m}}=0.12566\ \mu{\rm m}^{-1},\qquad
\ell=\frac{0.020\ {\rm N/m}}{2\times1000\ {\rm Pa}}=10\ \mu{\rm m}.
$$

Thus $\Gamma=10\times0.12566=1.2566$, and

$$
h=\frac{1\ \mu{\rm m}}{2.2566}=0.443\ \mu{\rm m}=443\ {\rm nm}.
$$

The surface moves by $U=-0.557\ \mu$m at the crest. The mould-curvature estimate would give $h/h_0=1-1.2566=-0.257$, an inverted relief. The traction amplitude $fk^2h$ is 140 Pa. The largest principal strain is $0.1257\times0.5569/e=0.026$, so linear elasticity is reasonable although more than half the relief is lost.

The stored elastic energy is $19.5\ \mu{\rm J/m^2}$ and the released surface energy is $63.2\ \mu{\rm J/m^2}$, a ratio of 0.308. The small-slope ratio is $0.4431/1.4431=0.307$. The difference arises because the released energy was evaluated from the full arc length, whose next term, $-\zeta'^4/8$, reduces it slightly. The energy minimum listed in the numerical output, $0.4435\ \mu$m, also uses the full arc length, which moves the minimum about 0.3 nm above the formula; the search grid of 0.5 nm spacing then rounds it to the listed value.

At the same $f$ and $\mu$, the remaining fraction is 0.137 at $\lambda=10\ \mu$m, 0.614 at $100\ \mu$m and 0.888 at $500\ \mu$m. A 50 $\mu$m grating containing a fifth harmonic therefore keeps 0.443 of its fundamental but 0.137 of that harmonic. The harmonic's share relative to the fundamental falls by the factor $0.137/0.443=0.31$, which rounds the profile.

## Test at finite deformation

Equation (1) was compared with a calculation that does not use the linear field (5) or the stiffness (6). It took an incompressible neo-Hookean solid on the wavy moulded domain, clamped at depth $10/k$, and balanced its stress against tension along the true deformed arc. At $kh_0=0.01$, the computed ratios for $\Gamma=0.1$, 0.5, 2 and 10 were 0.909095, 0.666673, 0.333336 and 0.090910. The formula gives 0.909091, 0.666667, 0.333333 and 0.090909. The clamp at depth $10/k$ itself raises the ratio by about $2\times10^{-7}$ at $\Gamma=0.5$, so the last digit of the computed values can change by one in a deeper domain. With $\Gamma=1$ and a surface modulus $\Lambda=5\mu/k$, the ratio was 0.500016 against 0.5.

The correction for slope must be even in $h_0$: reversing the sign of $h_0$ shifts the wave by half a period and cannot change $h/h_0$. It therefore starts at $(kh_0)^2$. At this order the released profile also contains harmonics, so the amplitude must be defined; here it is half the crest-to-trough height. In the example, for the neo-Hookean solid, $kh_0=0.126$ raises the ratio by 0.125% relative to (1); half that slope raises it by 0.031%, consistent with the quadratic law. The Fourier fundamental rises by 0.104% instead. The coefficient also depends on the constitutive law, because strain stiffening enters at the same order. With $I$ the sum of the squared in-plane components of the deformation gradient, adding $c(I-2)^2$ to the energy density gives 0.146% for $c=0.05\mu$ and 0.33% for $c=0.5\mu$.

## Gravity, depth and compressibility

**Gravity.** For density $\rho$ and gravitational acceleration $g$, the hydrostatic stress $\rho gz\,\delta_{ij}$ balances the weight, with $z$ measured from the mean surface. The remaining stress obeys (4). At the surface the total normal stress is still $f\zeta''$, so the remaining part is $f\zeta''-\rho g\zeta$. Its amplitude is $-(fk^2+\rho g)h$. Equating it to $2\mu kU$ gives

$$
\frac{h}{h_0}=\frac{1}{1+fk/(2\mu)+\rho g/(2\mu k)}.
$$

The finite-deformation calculation with both added terms equal to 0.5 gave 0.500004 against 0.5. For a rough density of 1000 kg/m³, the example's gravity term is $3.9\times10^{-5}$, negligible beside 1.26. It grows with wavelength.

**Depth.** A base at depth $H$ matters unless $kH\gg1$. By (5), the half-space motion there is $(1+kH)e^{-kH}$ times $|U|$, which is $3.3\times10^{-26}$ for $H=500\ \mu$m. A clamped base makes the layer at least as stiff: any clamped-layer displacement, continued by zero below the base, is also allowed in the half-space, so the half-space minimum energy cannot be higher. A thin layer consequently flattens less than (1) predicts.

**Compressibility.** For Poisson ratio $\nu$, replace (4) by

$$
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0.
$$

Its divergence shows that $\nabla\cdot\mathbf u$ is harmonic, so write it as $\Theta e^{kz}\cos kx$. With $W=(U+Bz)e^{kz}$, the vertical equation gives $\Theta=-2(1-2\nu)B$. The definition of divergence gives

$$
V=\frac{\Theta e^{kz}-W'}{k}
=\frac{\Theta-kU-B-kBz}{k}e^{kz}.
$$

Zero shear, $V'(0)=kU$, becomes $\Theta-2B=2kU$. Hence

$$
B=-\frac{kU}{2(1-\nu)},\qquad
\Theta=\frac{1-2\nu}{1-\nu}kU.
$$

The normal stress amplitude is

$$
2\mu\left[W'(0)+\frac{\nu\Theta}{1-2\nu}\right]
=2\mu kU\left[\frac{1-2\nu}{2(1-\nu)}+\frac{\nu}{1-\nu}\right]
=\frac{\mu kU}{1-\nu}.
$$

Balancing this against $-fk^2h$ replaces $\Gamma$ by $fk(1-\nu)/\mu$, which returns to $fk/(2\mu)$ at $\nu=1/2$. The surface now has a first-order strain of amplitude $kV(0)=kU(1-2\nu)/[2(1-\nu)]$, so a dependence of $f$ on surface strain now enters at leading order. Its effect depends on $\nu$: for the example's $f$, $\mu$ and $\lambda$, a surface modulus $\Lambda=f$ raises $h/h_0$ by about 0.3% at $\nu=0.45$ and by about 3.4% at $\nu=0.3$.

## Use with real gels

The chosen modulus and surface stress are rough values typical of a very soft silicone gel. Incompressibility can fail over long times if the gel contains mobile liquid that migrates through the network. With an illustrative drained value $\nu=0.45$, and $f$ and $\mu$ held fixed, the ratio falls from 0.443 to 0.420, a change of −5.3%. This exceeds the finite-slope correction. For the incompressible solid at the example's slope, $\Lambda=f$ gives 0.4445, against 0.4437 without surface elasticity. The effect grows with $\Lambda$: $\Lambda=6f$ gives 0.4484, about 1% higher, so the surface modulus of the actual gel must be known before it is neglected at this slope.

Uncertainty in the modulus can matter more. Doubling $\mu$ to 2 kPa at fixed $f$ and $\lambda$ halves $\Gamma$ to 0.628 and raises the remaining fraction to 0.614. For an elastomer with $\mu=1$ MPa and the same $f$ and $\lambda$, $\Gamma$ is about 0.0013 and this mechanism removes about 0.13% of the amplitude. Cure shrinkage, permanent strain from demoulding and non-uniform surface composition violate the assumed starting state; they are not sized here and should be excluded before (8) is used to infer $f$.

## Computed values

```
INPUTS (rough typical soft silicone gel)
shear modulus mu = 1.000 kPa
surface stress f = 20.0 mN/m
wavelength = 50.0 um
moulded amplitude h0 = 1.000 um
gel depth H = 500 um
density (rough) = 1000 kg/m^3
RESULTS
wavenumber k = 0.12566 1/um
largest moulded slope k h0 = 0.1257
length f/(2 mu) = 10.000 um
wavelength halved in amplitude = 62.83 um
group f k/(2 mu) = 1.2566
factor h/h0 = 0.4431
final amplitude h = 0.4431 um = 443.1 nm
displacement amplitude U = -0.5569 um
factor if mould curvature were used = -0.2566
traction amplitude f k^2 h = 139.95 Pa
largest principal strain k|U|/e = 0.0257
elastic energy per area = 19.484 uJ/m^2
surface energy released = 63.229 uJ/m^2
stored fraction = 0.3081
h at least total energy (grid) = 0.4435 um
WAVELENGTH TABLE: wavelength (um), group, h/h0
    10  6.2832  0.1373
    20  3.1416  0.2415
    50  1.2566  0.4431
   100  0.6283  0.6141
   200  0.3142  0.7609
   500  0.1257  0.8884
FINITE-DEFORMATION TEST at k h0 = 0.01
  group, computed h/h0, formula
   0.10  0.909095  0.909091
   0.50  0.666673  0.666667
   2.00  0.333336  0.333333
  10.00  0.090910  0.090909
  group 1, surface modulus 5 mu/k: h/h0 = 0.500016
  group 0.5, gravity term 0.5: h/h0 = 0.500004
NEGLECTED EFFECTS in the example
finite slope: h/h0 = 0.44369, change 0.125 %
  same at half the slope: change 0.031 %
  largest surface stretch = 0.344 %
surface modulus equal to f: h/h0 = 0.44447
gravity term rho g/(2 mu k) = 3.90e-05
half-space motion at depth H, over |U| = 3.3e-26
drained nu = 0.45: h/h0 = 0.4198, change -5.27 %
```
